# Thermal weight of the zero-phonon line for one displaced mode

Take a defect whose electronic transition moves the equilibrium position of a single vibrational mode, and let the mode be so cold that only its two lowest levels matter. Let $q$ be the dimensionless coordinate in which the ground-state wave function is $\phi_0(q)=\pi^{-1/4}e^{-q^2/2}$ and the next one is $\phi_1=\sqrt2\,q\,\phi_0$. After the transition the same functions are centred at $q=d$. The amplitude for staying in level 0 is the overlap of $\phi_0(q)$ with $\phi_0(q-d)$. With $q=u+d/2$ the product of the two Gaussians is

$$
\phi_0(q)\,\phi_0(q-d)=e^{-d^2/4}\,\pi^{-1/2}e^{-u^2},
$$

so the overlap is $e^{-d^2/4}=e^{-S/2}$, where $S=d^2/2$ is the Huang-Rhys factor. For level 1 the integrand gains the factor $2(u+d/2)(u-d/2)=2u^2-d^2/2$. The average of $u^2$ over the normalized Gaussian is $1/2$, so the amplitude is $e^{-S/2}(1-S)$.

If the mean occupation $n$ is small, the populations are $1-n$ and $n$ to first order. A transition that leaves the level number unchanged has the zero-phonon energy, and its probability is the squared amplitude. The weight of the zero-phonon line is therefore

$$
W_0\simeq e^{-S}\left[(1-n)+n(1-S)^2\right]=e^{-S}\left[1-2nS+nS^2\right].
$$

Now average the amplitude first and square afterwards:

$$
\left\{e^{-S/2}\left[(1-n)+n(1-S)\right]\right\}^2\simeq e^{-S}(1-2nS).
$$

This second expression is the start of the Debye-Waller factor $e^{-S(2n+1)}$. The two differ by $e^{-S}nS^2$, because the two levels have different amplitudes, and the mean of squares exceeds the square of the mean. Relative to $e^{-S}$, that excess is $nS^2$, which will turn out to be the first term after the constant 1 in the series of a Bessel function.

For any temperature we keep these assumptions: the mode is harmonic with the same frequency $\omega$ in both electronic states, the transition dipole does not depend on $q$ (the Condon approximation), and the initial vibrational state is thermal. The populations are then

$$
p_m=(1-x)x^m,\qquad x=e^{-\hbar\omega/kT},\qquad n=\frac{x}{1-x},\qquad n+1=\frac1{1-x}.
$$

Let $F_{mk}$ be the overlap of level $m$ with the displaced level $k$. The transition $m\to k$ leaves $l=k-m$ net phonons behind, and the photon energy is $E_0-l\hbar\omega$ in emission or $E_0+l\hbar\omega$ in absorption. The normalized line shape, with the photon-energy prefactor of the intensity removed, has the weights

$$
W_l=\sum_m p_m|F_{m,m+l}|^2 .
$$

To sum them, write the shift as an operator. With $q=(a+a^\dagger)/\sqrt2$ and $\partial_q=(a-a^\dagger)/\sqrt2$,

$$
\phi_k(q-d)=e^{-d\,\partial_q}\phi_k(q)=D\,\phi_k(q),\qquad D=e^{\alpha(a^\dagger-a)},\quad \alpha=\frac d{\sqrt2},\quad \alpha^2=S,
$$

so $F_{mk}=\langle m|D|k\rangle$. All weights are contained in the function

$$
G(\theta)=\sum_l W_l e^{-il\theta}=\sum_{mk}p_m\langle m|D|k\rangle e^{-ik\theta}\langle k|D^\dagger|m\rangle e^{im\theta}
=\left\langle D\,e^{-i\theta a^\dagger a}D^\dagger e^{i\theta a^\dagger a}\right\rangle ,
$$

where $\theta=\omega t$ and the angle brackets are the thermal average. Since $a$ lowers the level number by one, $e^{-i\theta a^\dagger a}\,a\,e^{i\theta a^\dagger a}=a\,e^{i\theta}$, and $a^\dagger$ acquires $e^{-i\theta}$. Hence $G=\langle e^Ae^B\rangle$ with

$$
A=\alpha(a^\dagger-a),\qquad B=-\alpha\left(a^\dagger e^{-i\theta}-a\,e^{i\theta}\right).
$$

The two exponentials can be merged because $[A,B]$ is a number. Indeed $U(s)=e^{sA}e^{sB}$ obeys $dU/ds=(A+e^{sA}Be^{-sA})U=(A+B+s[A,B])U$, whose solution at $s=1$ is $e^{A+B}e^{[A,B]/2}$. With $[a,a^\dagger]=1$,

$$
[A,B]=-S\left(-e^{i\theta}[a^\dagger,a]-e^{-i\theta}[a,a^\dagger]\right)=-S\left(e^{i\theta}-e^{-i\theta}\right)=-2iS\sin\theta .
$$

The sum of the exponents is $A+B=\beta a^\dagger-\beta^*a$ with $\beta=\alpha(1-e^{-i\theta})$, so that $|\beta|^2=2S(1-\cos\theta)$.

What remains is the thermal average $\chi(s)=\langle X\rangle$ of $X=e^{s(\beta a^\dagger-\beta^*a)}$ at $s=1$. Moving operators through $X$ gives $aX=X(a+s\beta)$ and $a^\dagger X=X(a^\dagger+s\beta^*)$. The thermal density operator $\rho$ is proportional to $x^{a^\dagger a}$, so $\rho a^\dagger=x\,a^\dagger\rho$ and $\rho a=x^{-1}a\rho$. With the cyclic property of the trace,

$$
\langle a^\dagger X\rangle=x\langle Xa^\dagger\rangle=x\left(\langle a^\dagger X\rangle-s\beta^*\chi\right)
\;\Rightarrow\;\langle a^\dagger X\rangle=-n\,s\beta^*\chi ,
$$

$$
\langle aX\rangle=x^{-1}\langle Xa\rangle=x^{-1}\left(\langle aX\rangle-s\beta\chi\right)
\;\Rightarrow\;\langle aX\rangle=(n+1)\,s\beta\chi .
$$

Therefore

$$
\frac{d\chi}{ds}=\beta\langle a^\dagger X\rangle-\beta^*\langle aX\rangle=-(2n+1)|\beta|^2s\,\chi,
\qquad \chi(1)=e^{-(n+1/2)|\beta|^2}.
$$

Inserting $|\beta|^2$ and the factor $e^{[A,B]/2}=e^{-iS\sin\theta}$,

$$
G=\exp\left[-S(2n+1)+S(2n+1)\cos\theta-iS\sin\theta\right].
$$

Since $(2n+1)\cos\theta-i\sin\theta=(n+1)e^{-i\theta}+n\,e^{i\theta}$, this is

$$
G=e^{-S(2n+1)}\exp\left[S(n+1)e^{-i\theta}\right]\exp\left[Sn\,e^{i\theta}\right].
$$

Expand both exponentials. A term of order $p$ in the first and $q$ in the second carries $e^{-i(p-q)\theta}$: it describes $p$ emitted and $q$ absorbed phonons. The zero-phonon energy requires $p=q=k$ and nothing more, so

$$
W_0=e^{-S(2n+1)}\sum_{k=0}^\infty\frac{[S(n+1)]^k[Sn]^k}{(k!)^2}
=e^{-S(2n+1)}\,I_0\!\left(2S\sqrt{n(n+1)}\right),
$$

because $I_0(z)=\sum_k(z/2)^{2k}/(k!)^2$. Taking $p=q+l$ instead gives the other lines,

$$
W_l=e^{-S(2n+1)}\left(\frac{n+1}{n}\right)^{l/2}I_l\!\left(2S\sqrt{n(n+1)}\right).
$$

At $\theta=0$ we have $G=1$, so the weights sum to one. The first two derivatives of $\ln G$ give the mean number of net phonons, $S(n+1)-Sn=S$, and its variance, $S(n+1)+Sn=S(2n+1)$.

The Debye-Waller factor is the $k=0$ term, with no phonon emitted or absorbed. The Bessel factor adds the terms in which $k$ phonons are absorbed and $k$ emitted. With one frequency, these return the same energy that they take, so they fall on the same line. For a single mode, $p$ and $q$ cannot be observed separately; they label terms of an expansion.

The averaging argument of the opening also holds at any temperature. Setting $\beta=\alpha$ in $\chi(1)$ gives the thermal mean of the diagonal amplitudes,

$$
\langle D\rangle=\sum_mp_mF_{mm}=e^{-S(n+1/2)},
$$

whose square is the Debye-Waller factor. Since $W_0=\sum_mp_mF_{mm}^2$,

$$
I_0\!\left(2S\sqrt{n(n+1)}\right)-1=\frac{\sum_mp_m\left(F_{mm}-\langle D\rangle\right)^2}{\langle D\rangle^2}.
$$

The Bessel factor thus measures how unequal the amplitudes of the initial levels are. Different initial levels lead to different final levels, so their probabilities add, and the amplitudes must be squared before the average. The amplitudes themselves follow from the merging rule in the form $D=e^{-S/2}e^{\alpha a^\dagger}e^{-\alpha a}$. Only equal powers of $a^\dagger$ and $a$ have diagonal elements, and $\langle m|a^{\dagger j}a^j|m\rangle=m!/(m-j)!$, so

$$
F_{mm}=e^{-S/2}\sum_{j=0}^m\frac{(-S)^j}{(j!)^2}\frac{m!}{(m-j)!}=e^{-S/2}L_m(S),
$$

with $L_m$ the Laguerre polynomial. They change sign with $m$ and $S$, which is why their mean can be much smaller than their typical size.

Two limits show how differently the two factors behave. Near $n=0$ the opening result gives $dW_0/dn=e^{-S}(S^2-2S)$. For $S<2$ a little heat weakens the single-mode line; for $S>2$ it strengthens it, although the Debye-Waller factor falls in both cases. In the hot limit, use $I_0(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{z\cos\vartheta}d\vartheta$. For large $z$ the region near $\vartheta=0$ dominates, where $\cos\vartheta\simeq1-\vartheta^2/2$, and the Gaussian integral gives $I_0(z)\simeq e^z/\sqrt{2\pi z}$. The exponents then combine to

$$
-S(2n+1)+2S\sqrt{n(n+1)}=-S\left(\sqrt{n+1}-\sqrt n\right)^2\simeq-\frac{S}{4n+2},
$$

which vanishes for $n\gg S$. With $z\simeq S(2n+1)$, which must itself be much larger than one,

$$
W_0\simeq\frac1{\sqrt{4\pi S(n+1/2)}} .
$$

This is the height at the centre of a Gaussian distribution of integers with variance $S(2n+1)$. Its mean $S$ is then far smaller than its width, so the zero-phonon line is one line among many of similar weight. For $S=3.5$ and $n=200$ the level-by-level sum is 0.01060 and the power law gives 0.01065; the neglected factor $e^{-S/(4n+2)}=0.996$ accounts for the difference.

For a worked example take $S=3.5$, $\hbar\omega=65$ meV and a zero-phonon energy of 1.9 eV. At 300 K, $kT=25.85$ meV, so $\hbar\omega/kT=2.514$ and $n=1/(e^{2.514}-1)=0.0880$. Then

$$
e^{-3.5\times1.176}=0.0163,\qquad 2S\sqrt{n(n+1)}=7\times0.3095=2.167,\qquad I_0(2.167)=2.566,
$$

and $W_0=0.0163\times2.566=0.0418$. The balanced terms with $k=0,1,2,3$ contribute 0.0163, 0.0191, 0.0056 and 0.0007, so one absorption paired with one emission outweighs the Debye-Waller term. Seen level by level, the amplitude is $+0.174$ for level 0 and $-0.434$ for level 1. Level 1 holds 7.4 % of the population, yet supplies 0.0140 of the weight, against 0.0278 from level 0, because its squared amplitude is larger by $(1-S)^2=6.25$. The opposite signs reduce the mean amplitude to 0.1277, whose square is again 0.0163.

The single-mode weight rises from 0.0302 at 77 K to 0.0418 at 300 K and 0.0618 at 600 K, and peaks at 0.071 near 1220 K. The Debye-Waller factor falls meanwhile from 0.0302 to 0.0163 and 0.0019. Which of them describes a sharp line depends on whether the vibration really has a single frequency.

Suppose that several independent modes take part. Their functions $G$ multiply, as functions of time:

$$
G(t)=\exp\left\{\sum_jS_j\left[-(2n_j+1)+(n_j+1)e^{-i\omega_jt}+n_je^{i\omega_jt}\right]\right\}.
$$

If all frequencies are equal, the sum depends only on $\sum_jS_j$, and the modes act as one, with the full Bessel factor. If the frequencies are incommensurate, meaning that no combination of them with integer coefficients vanishes except the trivial one, zero net energy requires every mode to balance separately. The weight is then the product of single-mode weights. For $N$ modes with coupling $S/N$ each and, for simplicity, the same $n$, the series of $I_0$ gives, when $N\gg S^2n(n+1)$,

$$
\frac{W_0}{e^{-S(2n+1)}}=\left[I_0\!\left(\frac{2S}{N}\sqrt{n(n+1)}\right)\right]^N\simeq\left[1+\frac{S^2n(n+1)}{N^2}\right]^N\simeq1+\frac{S^2n(n+1)}N .
$$

In the example at 300 K the exact ratio, the power of $I_0$, is 2.57, 1.33, 1.08 and 1.02 for $N=1,4,16,64$. A phonon absorbed from one mode is now usually matched by one emitted into another mode, and the energies no longer cancel.

In a continuous band the same thing can be seen in time. The weight of a sharp line at zero is the long-time average of $G(t)$. The oscillating sums become integrals over frequency, which decay to zero as their phases spread, provided the coupling is an integrable density in frequency with no isolated discrete mode (band edges are allowed). What survives is

$$
W_{\rm sharp}=\exp\left[-\sum_jS_j(2n_j+1)\right],
$$

the Debye-Waller factor alone. One undamped mode never loses its phase memory, since $G$ returns to 1 after each period, and this memory is the Bessel factor. The sum in the exponent must be finite. At low frequency $n_j\simeq kT/\hbar\omega_j$, so a coupling density $s(\omega)$ must make $\int s(\omega)\,d\omega/\omega$ converge there; otherwise no sharp line remains at finite temperature.

The Bessel weight does not vanish when the band is narrow. Let $P=\sum_jS_j(n_j+1)$ and $Q=\sum_jS_jn_j$. The terms with $k$ emissions and $k$ absorptions still have the total weight $e^{-P-Q}(PQ)^k/(k!)^2$, but for $k\ge1$ they are spread in energy. As long as this spread stays well below $\hbar\omega$, they form a pedestal around the sharp line, and the whole cluster has the weight $e^{-P-Q}I_0(2\sqrt{PQ})$. For equal coupling across $65\pm3$ meV at 300 K, the sharp line has 0.0163, the pedestal 0.0256 and the cluster 0.0419. Each phonon energy has a variance of $3^2/3=3$ meV$^2$, and $2k$ phonons take part, so the mean-square width is about $6\langle k\rangle$ meV$^2$. The balanced terms above give $\langle k\rangle\simeq1.28$ within the pedestal, hence a root-mean-square width of 2.8 meV, as the computed spectrum shows. With the band represented by 31, 121 and 481 equally spaced modes, the weight at zero energy is 0.0170, 0.0165 and 0.0163; its relative excess over the Debye-Waller factor falls as $1/N$.

The parameters lie in the rough regime of the nitrogen-vacancy centre in diamond, where $S$ is about 3 to 4, a typical phonon energy is 60 to 70 meV and the zero-phonon line lies near 1.9 eV. Such a centre clearly breaks the assumption of a single frequency: diamond offers it a broad range of phonons. If the coupling is spread evenly over $65\pm40$ meV with $S$ fixed, the mean occupation at 300 K rises from 0.088 to 0.149, because the soft modes are more strongly excited. The sharp weight becomes $e^{-3.5\times1.298}=0.0106$, about a quarter of the single-mode 0.0418. The pedestal is then no longer separate, since one absorption and one emission can differ by up to 80 meV, more than the mean phonon energy. An even band is itself a crude choice: a triangular band over the same range gives 0.0135, and other shapes give values from about 0.008 to 0.021. So 0.0106 indicates only the rough size of the effect and is not a prediction for the centre. The single-mode rise with temperature should likewise not be expected of its sharp line.

Two other neglected effects, a change of frequency and a quartic anharmonicity, were computed for one modest strength each, and there they change the summed $m\to m$ weight by less than 10 %. With $d$ held fixed and a single mode at 300 K, a final-state frequency 5 % lower or higher than the initial one changes the summed $m\to m$ weight from 0.0418 to 0.0447 or 0.0393. It also splits the line: the transition $m\to m$ shifts by $m\hbar\omega$ times the relative frequency change, a spacing of 3.25 meV, and the $0\to0$ member alone has 0.0304 or 0.0255. A quartic term $0.005\,\hbar\omega\,q^4$ about each minimum raises the first vibrational gap to 65.95 meV and lowers the summed weight to 0.0396. A cubic term can matter more. Adding $0.02\,\hbar\omega\,q^3$ to that quartic term moves the gap by less than 0.2 meV and gives 0.0399 if it has the same sign in both states, but 0.0331 or 0.0473 if the signs are opposite. Jahn-Teller coupling, a dipole that varies with $q$ and electronic dephasing are left out and not sized here.

For a light source the relevant quantity is the share of emitted photons, and the photon-energy factor must be restored. Spontaneous emission weights each line by the cube of its photon energy, if the refractive index and the optical environment are taken as constant over the spectrum. The share in the zero-phonon cluster is then

$$
\frac{W_0}{\sum_lW_l(1-l\hbar\omega/E_0)^3}=\frac{0.0418}{0.695}=0.060,
$$

and the Debye-Waller part becomes $0.0163/0.695=0.023$. In the narrow-band case, where a pedestal exists, a spectral filter much wider than the pedestal but narrower than the phonon spacing passes about the first share. A filter much narrower than the pedestal, yet wider than the electronic linewidth, passes about the second: for the $65\pm3$ meV band a window of $\pm0.05$ meV passes 0.024, while $\pm0.5$ meV already passes 0.029. Such a window exists only if the electronic linewidth is far below the pedestal width, which need not hold for a real centre at 300 K. The numerical output lists these values with further digits.

## Computed results

```
Huang-Rhys factor S = 3.5; mode energy = 65 meV; ZPL energy = 1.9 eV
largest |quadrature - formula| over test cases = 2.3e-14
zero-temperature weight exp(-S) = 0.03020
T = 77 K: n = 0.00006, DW = 0.03019, I0 = 1.0007, W0 = 0.03021
T = 300 K: n = 0.08804, DW = 0.01630, I0 = 2.5661, W0 = 0.04184
T = 600 K: n = 0.39755, DW = 0.00187, I0 = 33.1050, W0 = 0.06184
single-mode W0 is largest at 1219 K: 0.07070
hot limit n = 200: level sum = 0.01060, power law = 0.01065
At 300 K: kT = 25.852 meV, Bessel argument = 2.1665
level 0: population = 0.91908, amplitude = +0.17377, contribution = 0.02775
level 1: population = 0.07437, amplitude = -0.43443, contribution = 0.01404
level 2: population = 0.00602, amplitude = +0.02172, contribution = 0.00000
level 3: population = 0.00049, amplitude = +0.30048, contribution = 0.00004
mean amplitude = 0.12769, its square = 0.01630, mean square = 0.04184
balanced term k = 0: 0.01630
balanced term k = 1: 0.01913
balanced term k = 2: 0.00561
balanced term k = 3: 0.00073
1 incommensurate modes of S/N: W0/DW = 2.5661
4 incommensurate modes of S/N: W0/DW = 1.3340
16 incommensurate modes of S/N: W0/DW = 1.0760
64 incommensurate modes of S/N: W0/DW = 1.0185
two modes of equal frequency, S/2 each: W0 = 0.04184
band +-3 meV, 31 modes: weight at exactly zero energy = 0.01703
band +-3 meV, 121 modes: weight at exactly zero energy = 0.01647
band +-3 meV, 481 modes: weight at exactly zero energy = 0.01632
continuum limit: sharp = 0.01628, pedestal = 0.02559, sum = 0.04187
rms half-width of the pedestal = 2.78 meV
band +-40 meV: mean occupation = 0.1490, sharp weight = 0.01064
final/initial frequency 0.95: m-to-m total = 0.04465, 0-0 line alone = 0.03035, spacing = 3.25 meV
final/initial frequency 1.05: m-to-m total = 0.03931, 0-0 line alone = 0.02548, spacing = 3.25 meV
quartic term 0.005 q^4 (units of mode energy): first gap = 65.95 meV, m-to-m total = 0.03957
mean cubic photon factor relative to the ZPL = 0.6947
share of emitted photons: all zero-net = 0.06023, DW part = 0.02347
```
